**Heat current and flux in a symmetric dc SQUID**

The program tests \(Q=2Q_{\rm qp}-2Q_{\rm int}|\cos(\pi\Phi/\Phi_0)|\), where \(Q_{\rm qp}\) and \(Q_{\rm int}\) are the quasiparticle and phase-coherent heat amplitudes of one junction, \(\Phi\) is the loop flux and \(\Phi_0=h/2e\). It asserts that Bogoliubov–de Gennes scattering reproduces the coherence factor and that the dissipative charge current cancels. The critical-current formula is compared with a Matsubara sum at one temperature and with a second-order perturbation integral at two temperatures. For the complete law, both junction phases relax freely at six flux values, and the scattering heat currents at those phases are compared with the formula. The largest relative deviation is 0.26%, within the asserted 0.5%. In the aluminium-type example, with electrodes at 0.7 K and 0.3 K, the heat current rises from 3.01 pW at integer flux to 10.56 pW at half-integer flux. The output also sizes the effects of inductance, junction asymmetry, phase fluctuations, gap broadening, temperature drift and photon heat.

## Verification by program

```python
# Result under test: a symmetric, unbiased dc SQUID between a hot and a cold
# superconductor carries heat
#   Q(Phi) = 2*Q_qp - 2*Q_int*|cos(pi*Phi/Phi0)|,  Phi0 = h/2e.
# Q_qp, Q_int: quasiparticle and phase-coherent heat amplitudes per junction.
# Internally energies and temperatures are in units of k*Tcrit and Tcrit;
# heat is in (k*Tcrit)^2/(e^2 R), current in k*Tcrit/(e R).
# "flux" means Phi/Phi0. gap_h, gap_c: gaps of hot and cold electrodes.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import expit, ive

kB, e, h, hbar = const.k, const.e, const.h, const.hbar
flux_quantum = h / (2 * e)


def fermi(energy, temp):
    return expit(-energy / temp)


def bcs_gap(temp):
    def mismatch(gap):
        def integrand(x):
            en = np.hypot(x, gap)
            return np.tanh(en / (2 * temp)) / en - np.tanh(x / 2) / x
        return (quad(integrand, 0, 5, limit=200)[0]
                + quad(integrand, 5, np.inf, limit=200)[0])
    return brentq(mismatch, 1e-5, 2.5)


def heat_parts(gap_h, gap_c, temp_h, temp_c, nodes=400):
    # y^2 = E^2 - gap_c^2 removes the edge singularity; needs gap_c > gap_h
    x, w = np.polynomial.legendre.leggauss(nodes)
    ymax = 40 * temp_h
    y, w = ymax * (x + 1) / 2, w * ymax / 2
    en = np.hypot(y, gap_c)
    root_h = np.sqrt(y**2 + gap_c**2 - gap_h**2)
    df = fermi(en, temp_h) - fermi(en, temp_c)
    return (2 * np.sum(w * en**2 / root_h * df),
            2 * np.sum(w * gap_h * gap_c / root_h * df))


def critical_current(gap_small, gap_large, temp_small):
    def integrand(a):
        en = np.sqrt(gap_small**2 * np.cos(a)**2
                     + gap_large**2 * np.sin(a)**2)
        return gap_small * gap_large * np.tanh(en / (2 * temp_small)) / en
    return quad(integrand, 0, np.pi / 2)[0]


def scatter(energy, gap1, gap2, phase, transparency):
    # Bogoliubov-de Gennes mode matching across a delta barrier.
    # Two sources in lead 1: electron-like and hole-like quasiparticles.
    en = np.atleast_1d(energy).astype(float)
    z = np.sqrt(1 / transparency - 1)
    t, r = 1 / (1 + 1j * z), -1j * z / (1 + 1j * z)
    s = np.array([[r, t], [t, r]])
    gaps = np.array([gap1, gap2])
    xi = np.sqrt(en[:, None]**2 - gaps**2) / en[:, None]
    u, v = np.sqrt((1 + xi) / 2), np.sqrt((1 - xi) / 2)
    p = np.array([1, np.exp(-1j * phase)])
    mat = np.zeros((len(en), 4, 4), complex)
    rhs = np.zeros((len(en), 4, 2), complex)
    for j in range(2):
        mat[:, j, j] += u[:, j]
        mat[:, 2 + j, 2 + j] += u[:, j] * p[j]
        for k in range(2):
            mat[:, j, 2 + k] -= s[j, k] * v[:, k]
            mat[:, 2 + j, k] -= np.conj(s[j, k]) * v[:, k] * p[k]
        rhs[:, j, 0] = s[j, 0] * u[:, 0]
        rhs[:, 2 + j, 1] = np.conj(s[j, 0]) * u[:, 0] * p[0]
    rhs[:, 0, 1] -= v[:, 0]
    rhs[:, 2, 0] -= v[:, 0] * p[0]
    out = np.linalg.solve(mat, rhs)
    prob = np.abs(out)**2
    trans = (prob[:, 1] + prob[:, 3]) * (xi[:, 1] / xi[:, 0])[:, None]
    refl = prob[:, 0] + prob[:, 2]
    u2, v2 = u[:, 1, None], v[:, 1, None]
    be, bh = out[:, 1], out[:, 3]
    charge = (np.abs(be * u2)**2 - np.abs(bh * v2)**2
              - np.abs(bh * u2)**2 + np.abs(be * v2)**2) / xi[:, 0, None]
    return trans, refl, charge


def scattering_heat(gap_h, gap_c, temp_h, temp_c, phase, transparency):
    x, w = np.polynomial.legendre.leggauss(600)
    ymax = 40 * temp_h
    y, w = ymax * (x + 1) / 2, w * ymax / 2
    en = np.hypot(y, gap_c)
    trans = scatter(en, gap_h, gap_c, phase, transparency)[0].sum(axis=1)
    df = fermi(en, temp_h) - fermi(en, temp_c)
    return np.sum(w * y * trans / transparency * df)


def settle(flux, beta, asym=0.0, start=2.0):
    # overdamped relaxation of both phases; beta = 2 pi L Ic / Phi0
    def rate(_, ph):
        screen = (ph[0] - ph[1] - 2 * np.pi * flux) / beta
        return [-(1 + asym) * np.sin(ph[0]) - screen,
                -(1 - asym) * np.sin(ph[1]) + screen]
    first = [start + np.pi * flux, start - np.pi * flux]
    sol = solve_ivp(rate, (0, 5000), first, method="Radau",
                    rtol=1e-7, atol=1e-9)
    assert sol.success
    return sol.y[:, -1]


def coherent_factor(phases, asym=0.0):
    return ((1 + asym) * np.cos(phases[0])
            + (1 - asym) * np.cos(phases[1])) / 2


def mean_cosine(well, charging, temp, nmax=60):
    # thermal <cos theta> of H = charging*n^2 - well*cos(theta)
    n = np.arange(-nmax, nmax + 1)
    cosine = (np.eye(len(n), k=1) + np.eye(len(n), k=-1)) / 2
    val, vec = np.linalg.eigh(np.diag(charging * n**2.0) - well * cosine)
    weight = np.exp(-(val - val[0]) / temp)
    diag = np.einsum("ij,ij->j", vec, cosine @ vec)
    return np.sum(weight * diag) / np.sum(weight)


# Example inputs: rough typical values for an aluminium tunnel-junction SQUID
Tcrit, Thot, Tcold = 1.2, 0.7, 0.3
R, L, C = 1e3, 20e-12, 50e-15
th, tc = Thot / Tcrit, Tcold / Tcrit
gap_h, gap_c = bcs_gap(th), bcs_gap(tc)
assert abs(bcs_gap(0.03) - np.pi * np.exp(-np.euler_gamma)) < 1e-4
assert gap_h < gap_c
qqp, qint = heat_parts(gap_h, gap_c, th, tc)
coarse = heat_parts(gap_h, gap_c, th, tc, 200)
quad_shift = max(abs(coarse[0] / qqp - 1), abs(coarse[1] / qint - 1))
assert quad_shift < 1e-6 and 0 < qint < qqp

# Coherence factor, flux conservation and absence of dissipative charge flow
for en in (2.0, 2.7, 4.0):
    for phase in (0.0, 0.8, 2.5):
        D = 1e-5
        trans, refl, charge = scatter(en, gap_h, gap_c, phase, D)
        assert np.allclose(trans + refl, 1, atol=1e-9)
        dens = en**2 / np.sqrt((en**2 - gap_h**2) * (en**2 - gap_c**2))
        expected = dens * (1 - gap_h * gap_c * np.cos(phase) / en**2)
        assert abs(trans.sum() / (2 * D) / expected - 1) < 2e-3
        reverse = scatter(en, gap_h, gap_c, -phase, D)[2]
        even = (charge + reverse) / (2 * D)
        assert np.max(np.abs(even)) > 0.1
        assert abs(even.sum()) < 1e-6

# Critical current: Matsubara sum at one temperature
temp, g1, g2 = 0.4, 1.0, 1.7
omega = np.pi * temp * (2 * np.arange(200000) + 1)
matsubara = 2 * np.pi * temp * np.sum(
    g1 * g2 / np.sqrt((omega**2 + g1**2) * (omega**2 + g2**2)))
assert abs(critical_current(g1, g2, temp) / matsubara - 1) < 1e-4


# Critical current: second-order energy with two different temperatures
def perturbative_current(g1, g2, t1, t2, eta):
    da = 0.004
    a = (np.arange(2750) + 0.5) * da
    e1, e2 = g1 * np.cosh(a), g2 * np.cosh(a)
    f1, f2 = fermi(e1, t1), fermi(e2, t2)
    total = 0.0
    for i in range(0, len(a), 250):
        x1, y1 = e1[i:i + 250, None], f1[i:i + 250, None]
        diff = x1 - e2
        total += np.sum((1 - y1 - f2) / (x1 + e2)
                        + (y1 - f2) * diff / (diff**2 + eta**2))
    return 2 / np.pi * g1 * g2 * total * da**2


# linear extrapolation removes the leading principal-value smoothing error
pert = (2 * perturbative_current(1.0, 2.0, 0.5, 0.1, 0.04)
        - perturbative_current(1.0, 2.0, 0.5, 0.1, 0.08))
assert abs(pert / critical_current(1.0, 2.0, 0.5) - 1) < 0.01

# Complete flux law from relaxed phases and scattering heat currents
max_error = 0.0
for flux in (0.0, 0.13, 0.31, 0.44, 0.8, 1.23):
    phases = settle(flux, 1e-3)
    law = abs(np.cos(np.pi * flux))
    assert abs(coherent_factor(phases) - law) < 1e-3
    assert abs(np.sin(phases).sum()) < 1e-5
    direct = sum(scattering_heat(gap_h, gap_c, th, tc, ph, 1e-4)
                 for ph in phases)
    formula = 2 * qqp - 2 * qint * law
    max_error = max(max_error, abs(direct / formula - 1))
assert max_error < 5e-3

# Physical values and effects left out of the ideal law
heat_pw = (kB * Tcrit)**2 / (e**2 * R) * 1e12
ic = critical_current(gap_h, gap_c, th) * kB * Tcrit / (e * R)
ej = hbar * ic / (2 * e)
beta = 2 * np.pi * L * ic / flux_quantum
ind_quarter = coherent_factor(settle(0.25, beta))
ind_half = coherent_factor(settle(0.5, beta))
assert abs(ind_half / (beta / 2) - 1) < 0.03
asym = 0.05
for flux in (0.2, 0.4, 0.5):
    found = coherent_factor(settle(flux, 1e-3, asym), asym)
    wanted = np.hypot(np.cos(np.pi * flux), asym * np.sin(np.pi * flux))
    assert abs(found - wanted) < 1e-3
asym_half = coherent_factor(settle(0.5, 1e-3, asym), asym)

assert abs(mean_cosine(3, 0.01, 1) / (ive(1, 3) / ive(0, 3)) - 1) < 0.01
charging = e**2 / C
fluct = {}
for flux in (0.0, 0.25, 0.45):
    well = 2 * ej * abs(np.cos(np.pi * flux))
    fluct[flux] = mean_cosine(well / kB, charging / kB, Thot)

gamma = 1e-3 * gap_c
de = 5e-5
en = (np.arange(400000) + 0.5) * de
root_h = np.sqrt((en + 1j * gamma)**2 - gap_h**2)
root_c = np.sqrt((en + 1j * gamma)**2 - gap_c**2)
df = fermi(en, th) - fermi(en, tc)
broad_qp = 2 * de * np.sum(en * df * ((en + 1j * gamma) / root_h).real
                           * ((en + 1j * gamma) / root_c).real)
broad_int = 2 * de * np.sum(en * df * (gap_h / root_h).real
                            * (gap_c / root_c).real)
th_drift = (Thot + 0.01) / Tcrit
drift_int = heat_parts(bcs_gap(th_drift), gap_c, th_drift, tc)[1]


def photon_power(temp):
    value = quad(lambda x: x / np.expm1(x), 0, 50)[0]
    return value * (kB * temp)**2 / h


photon = photon_power(Thot) - photon_power(Tcold)
assert abs(photon / (np.pi**2 * kB**2 * (Thot**2 - Tcold**2)
                     / (6 * h)) - 1) < 1e-8


def show(label, value, unit, digits=4):
    print(f"{label}: {value:.{digits}g} {unit}")


show("Critical temperature (rough input)", Tcrit, "K")
show("Hot electrode temperature", Thot, "K")
show("Cold electrode temperature", Tcold, "K")
show("Normal resistance per junction", R / 1e3, "kohm")
show("Loop inductance", L * 1e12, "pH")
show("Capacitance per junction", C * 1e15, "fF")
show("Hot gap", gap_h * kB * Tcrit / e * 1e6, "ueV")
show("Cold gap", gap_c * kB * Tcrit / e * 1e6, "ueV")
show("Critical current per junction", ic * 1e9, "nA")
show("Josephson energy per junction / k", ej / kB, "K")
show("Q_qp per junction", qqp * heat_pw, "pW")
show("Q_int per junction", qint * heat_pw, "pW")
show("Quadrature shift, 200 to 400 nodes", quad_shift, "(relative)", 2)
print("Flux/Phi0, |cos(pi flux/Phi0)|, total heat current in pW:")
for flux in (0, 0.1, 0.2, 0.25, 0.3, 0.4, 0.5, 0.75, 1.0):
    law = abs(np.cos(np.pi * flux))
    total = 2 * (qqp - qint * law) * heat_pw
    print(f"  {flux:.2f}  {law:.4f}  {total:.4f}")
show("Peak-to-peak heat modulation", 2 * qint * heat_pw, "pW")
show("Peak-to-peak modulation / maximum heat", 100 * qint / qqp, "%")
show("Largest scattering-test deviation", 100 * max_error, "%", 2)
print("Effects left out of the ideal law:")
show("Screening parameter 2 pi L Ic/Phi0", beta, "(dimensionless)")
show("Coherent factor with inductance, flux 0.25", ind_quarter, "(1)")
show("Coherent factor with inductance, flux 0.50", ind_half, "(1)")
show("Assumed conductance asymmetry a", asym, "(1)")
show("Coherent factor with asymmetry, flux 0.50", asym_half, "(1)")
for flux, value in fluct.items():
    show(f"Phase-fluctuation multiplier at 0.7 K, flux {flux:.2f}",
         value, "(1)")
show("Assumed gap broadening / cold gap", gamma / gap_c, "(1)")
show("Q_qp shift from broadening", 100 * (broad_qp / qqp - 1), "%", 3)
show("Q_int shift from broadening", 100 * (broad_int / qint - 1), "%", 3)
show("Q_int shift for hot side +10 mK", 100 * (drift_int / qint - 1),
     "%", 3)
show("Single-channel photon heat limit", photon * 1e12, "pW")
print("all good")
```

Running it gives:

```
Critical temperature (rough input): 1.2 K
Hot electrode temperature: 0.7 K
Cold electrode temperature: 0.3 K
Normal resistance per junction: 1 kohm
Loop inductance: 20 pH
Capacitance per junction: 50 fF
Hot gap: 167.3 ueV
Cold gap: 182.3 ueV
Critical current per junction: 245.3 nA
Josephson energy per junction / k: 5.848 K
Q_qp per junction: 5.282 pW
Q_int per junction: 3.775 pW
Quadrature shift, 200 to 400 nodes: 2.3e-13 (relative)
Flux/Phi0, |cos(pi flux/Phi0)|, total heat current in pW:
  0.00  1.0000  3.0144
  0.10  0.9511  3.3839
  0.20  0.8090  4.4562
  0.25  0.7071  5.2256
  0.30  0.5878  6.1264
  0.40  0.3090  8.2309
  0.50  0.0000  10.5638
  0.75  0.7071  5.2256
  1.00  1.0000  3.0144
Peak-to-peak heat modulation: 7.549 pW
Peak-to-peak modulation / maximum heat: 71.46 %
Largest scattering-test deviation: 0.26 %
Effects left out of the ideal law:
Screening parameter 2 pi L Ic/Phi0: 0.01491 (dimensionless)
Coherent factor with inductance, flux 0.25: 0.7108 (1)
Coherent factor with inductance, flux 0.50: 0.007454 (1)
Assumed conductance asymmetry a: 0.05 (1)
Coherent factor with asymmetry, flux 0.50: 0.05 (1)
Phase-fluctuation multiplier at 0.7 K, flux 0.00: 0.9653 (1)
Phase-fluctuation multiplier at 0.7 K, flux 0.25: 0.9524 (1)
Phase-fluctuation multiplier at 0.7 K, flux 0.45: 0.7723 (1)
Assumed gap broadening / cold gap: 0.001 (1)
Q_qp shift from broadening: 0.0754 %
Q_int shift from broadening: 0.0956 %
Q_int shift for hot side +10 mK: 2.45 %
Single-channel photon heat limit: 0.1893 pW
all good
```
